\section*{Hydrogen polarisability and two ceilings from the first excitation energy}

\section{Problem}

A wide excitation gap limits how strongly a given number of electrons can be polarised, because every virtual excitation that lets them respond costs at least that gap. The gap meant is the lowest dipole-allowed excitation energy of the neutral system. It is not the difference between ionisation energy and electron affinity: for hydrogen that difference is about 0.472 hartree, and its inverse square, about 4.48, lies below the exact polarisability found below. Ground-state hydrogen allows this limit to be compared with an exact answer.

Consider a hydrogen atom in its 1s state with a fixed nucleus, nonrelativistic motion, and a weak static field of strength $F$ along $z$. Atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, so lengths are in bohr, energies in hartree and polarisabilities in cubic bohr. The electron has charge $-1$ and potential energy $+Fz$ in the field:
\begin{equation}
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r .
\end{equation}
The polarisability $\alpha$ is defined by the weak-field expansion
\begin{equation}
E(F)=E_0-\tfrac12\alpha F^2+O(F^4).
\end{equation}

(a) Estimate $\alpha$ by scaling. (b) Find it exactly. (c) Find the largest value it could have if one knew the total oscillator strength and the first dipole-allowed excitation energy $\omega_1$. (d) Find the corresponding ceiling if one knew $\omega_1$ and the ground-state mean $\langle z^2\rangle$. (e) Explain the distances between the three values, and say what they imply for permittivity.

\section{First estimate by scaling}

In these units a polarisability is a volume. The atom has one length, the bohr, so $\alpha$ must be a pure number times one cubic bohr. To estimate the number, replace the atom by an electron on a spring of angular frequency $\omega_0$. The force $-F$ displaces it by $z=-F/\omega_0^2$. The induced dipole is $-z=F/\omega_0^2$, hence
\begin{equation}
\alpha_{\rm spring}=\frac1{\omega_0^2}.
\end{equation}

The hydrogen levels are $-1/(2n^2)$. The first excitation energy is therefore $\omega_1=\frac12-\frac18=\frac38$, or 10.204 eV, and the ionisation energy is $\frac12$. Taking these in turn for $\omega_0$ gives 7.11 and 4. The estimate is thus several cubic bohr, and it falls as the inverse square of a typical excitation energy. So far nothing shows that either number is a bound.

\section{Exact solution}

\subsection{The response as a sum over states}

Write $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$. The terms of first order in $F$ give
\begin{equation}
(H_0-E_0)\psi_1=(E_1-z)\psi_0 .
\end{equation}
Projection on $\psi_0$ makes the left side vanish, so $E_1=\langle z\rangle=0$ by parity. At second order,
\begin{equation}
(H_0-E_0)\psi_2+z\psi_1=E_2\psi_0 ,
\end{equation}
and the same projection gives $E_2=\langle\psi_0|z|\psi_1\rangle$. Since $E_2=-\alpha/2$,
\begin{equation}
\alpha=-2\langle\psi_0|z|\psi_1\rangle .
\label{eq:response}
\end{equation}

Let $\omega_n=E_n-E_0$ and $z_{n0}=\langle n|z|0\rangle$. Projecting the first-order equation on an excited state $n$ gives $\omega_n\langle n|\psi_1\rangle=-z_{n0}$. Inserting this in Eq.~\eqref{eq:response},
\begin{equation}
\alpha=2\sum_n\frac{|z_{n0}|^2}{\omega_n}
=\sum_n\frac{f_n}{\omega_n^2},\qquad
f_n=2\omega_n|z_{n0}|^2 .
\label{eq:sum}
\end{equation}
The sum includes an integral over the continuum. Because $\psi_0$ is spherical, $z\psi_0=r\cos\theta\,\psi_0$ has angular momentum $l=1$, $m=0$, and only such states contribute. The lowest is 2p, so $\omega_1=\frac38$ is indeed the relevant first energy. All $f_n$ are non-negative, since the atom starts in its ground state.

\subsection{Solving for the first-order wavefunction}

The sum can be avoided by solving $(H_0-E_0)\psi_1=-z\psi_0$ directly. Set $\psi_1=G\psi_0$, with $\psi_0=e^{-r}/\sqrt\pi$. The product rule for the Laplacian and $(H_0-E_0)\psi_0=0$ give
\begin{equation}
(H_0-E_0)(G\psi_0)
=-\tfrac12(\nabla^2G)\psi_0-\nabla G\cdot\nabla\psi_0
=\left(-\tfrac12\nabla^2G+\frac{\partial G}{\partial r}\right)\psi_0 ,
\end{equation}
where the last step uses $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$. The source is proportional to $z$, so try $G=-z\,h(r)$. The two derivatives needed are
\begin{align}
\nabla^2(zh)&=z\left(h''+\frac{2h'}r\right)+2\frac{\partial h}{\partial z}
=z\left(h''+\frac{4h'}r\right),\\
\frac{\partial(zh)}{\partial r}&=z\left(\frac hr+h'\right).
\end{align}
After division by $-z$ the equation becomes
\begin{equation}
-\tfrac12h''-\frac{2h'}r+\frac hr+h'=1 .
\end{equation}
For $h=a+br$ the left side is $(a-2b)/r+2b$. Hence $b=\frac12$ and $a=1$:
\begin{equation}
\psi_1=-z\left(1+\frac r2\right)\psi_0 .
\end{equation}
This function is normalisable. Two normalisable solutions could differ only by a multiple of the nondegenerate state $\psi_0$, which would not change $\alpha$ because $\langle z\rangle=0$.

Equation~\eqref{eq:response} now gives
\begin{equation}
\alpha=2\langle z^2\rangle+\langle z^2r\rangle .
\end{equation}
The radial moments are
\begin{equation}
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}\,dr
=\frac{(k+2)!}{2^{k+1}},
\end{equation}
so $\langle r^2\rangle=3$ and $\langle r^3\rangle=\frac{15}2$. Spherical symmetry gives one third of each for the moments containing $z^2$: $\langle z^2\rangle=1$ and $\langle z^2r\rangle=\frac52$. Therefore
\begin{equation}
\alpha=2+\frac52=\frac92 ,
\end{equation}
or $0.6668\ \text{\AA}^3$.

Two numerical calculations test this value without using $\psi_1$. Diagonalisation in 30 Laguerre functions for each of the s and p channels, which also discretises the continuum, gives 4.5000000 from the sum in Eq.~\eqref{eq:sum}. Ground-state energies computed in fields of 10 and 20 MV/cm, extrapolated to zero field, give 4.499999.

\subsection{The ceiling from total oscillator strength}

The potential commutes with $z$, so $[H_0,z]=[p_z^2/2,z]=-ip_z$. Since $[z,p_z]=i$,
\begin{equation}
[z,[H_0,z]]=-i[z,p_z]=1 .
\end{equation}
Expanding the same double commutator in the ground state gives
\begin{align}
1&=\langle zH_0z-z^2H_0-H_0z^2+zH_0z\rangle\nonumber\\
&=2\langle z(H_0-E_0)z\rangle
=2\sum_n\omega_n|z_{n0}|^2=\sum_nf_n .
\end{align}
This is the oscillator-strength sum for one electron. Every contributing energy satisfies $\omega_n\ge\omega_1$, so replacing each $\omega_n$ by $\omega_1$ can only raise the polarisability:
\begin{equation}
\alpha\le\frac1{\omega_1^2}\sum_nf_n=\frac1{\omega_1^2}
=\frac{64}9=7.11 .
\label{eq:strength}
\end{equation}
The ceiling is $1.0538\ \text{\AA}^3$. It coincides with the spring estimate for $\omega_0=\omega_1$, which is now seen to be an upper bound. For $N$ electrons in local potentials, $z$ is replaced by $\sum_iz_i$; each electron adds 1 to the double commutator, so $\sum_nf_n=N$ and the ceiling becomes $N/\omega_1^2$.

\subsection{The ceiling from closure}

Completeness of the states, with $\langle z\rangle=0$, gives $\sum_n|z_{n0}|^2=\langle z^2\rangle=1$. Replacing the single denominator in the first form of Eq.~\eqref{eq:sum} by $\omega_1$ yields
\begin{equation}
\alpha\le\frac{2\langle z^2\rangle}{\omega_1}=\frac{16}3=5.33 ,
\label{eq:closure}
\end{equation}
or $0.7903\ \text{\AA}^3$. Closure itself is exact; the inequality enters when all excitation energies are replaced by the first.

This ceiling cannot exceed the previous one, because
\begin{equation}
2\langle z^2\rangle=\sum_n\frac{f_n}{\omega_n}\le\frac1{\omega_1}.
\end{equation}
It is sharper because it uses the actual spread of the ground state. The spread, combined with the strength sum $\sum_nf_n=1$, also supplies a floor, in which $\omega_1$ does not appear. By the Cauchy--Schwarz inequality,
\begin{equation}
(2\langle z^2\rangle)^2
=\left(\sum_n\sqrt{f_n}\,\frac{\sqrt{f_n}}{\omega_n}\right)^2
\le\left(\sum_nf_n\right)\left(\sum_n\frac{f_n}{\omega_n^2}\right)=\alpha ,
\end{equation}
so $\alpha\ge4$. The ground-state spread, the first excitation energy and the strength sum together confine the answer to the interval from 4 to 5.33; without the strength sum only the upper end remains.

\section{Comparison}

\subsection{Where the overshoot comes from}

Relative to the exact value, the strength ceiling is high by 58.02\% and the closure ceiling by 18.52\%. Subtracting Eq.~\eqref{eq:sum} from each bound gives the two excesses:
\begin{align}
\frac1{\omega_1^2}-\alpha
&=\sum_nf_n\left(\frac1{\omega_1^2}-\frac1{\omega_n^2}\right),\\
\frac{2\langle z^2\rangle}{\omega_1}-\alpha
&=\sum_n\frac{f_n}{\omega_n}\left(\frac1{\omega_1}-\frac1{\omega_n}\right).
\end{align}
The first line contributes nothing to either excess. All of the overshoot comes from oscillator strength at higher energies.

The amount follows from the 1s--2p matrix element. With $R_{10}=2e^{-r}$, $R_{21}=re^{-r/2}/(2\sqrt6)$ and an angular factor $1/\sqrt3$,
\begin{equation}
z_{10}=\frac1{\sqrt3}\,\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}\,dr
=\frac{24}{\sqrt{18}}\left(\frac23\right)^5 .
\end{equation}
Its square is $2^{15}/3^{10}=0.55493$. The line therefore has
\begin{align}
f_1&=2(0.375)(0.55493)=0.4162,\\
\alpha_1&=\frac{2(0.55493)}{0.375}=2.9596 .
\end{align}
It carries 41.6\% of the strength but 65.8\% of the polarisability. The other 58.4\% of the strength supplies the remaining 1.5404, because its contribution is divided by the squares of larger energies. The strength ceiling treats all of it as though it lay at $\omega_1$.

Knowing this one line permits a better ceiling. The remaining transitions have energies of at least $\omega_2=\frac12-\frac1{18}=\frac49$. Keeping the first line and applying closure to the rest gives
\begin{equation}
\alpha\le2.9596+\frac{2(1-0.55493)}{4/9}=4.962 ,
\end{equation}
which is 10.3\% above the exact value.

\subsection{Effective excitation energies}

Each ceiling becomes an equality if $\omega_1$ is replaced by a suitable effective energy. For the strength form this is $\alpha^{-1/2}=0.4714$; for the closure form it is $2\langle z^2\rangle/\alpha=0.4444$. They differ because they come from different averages: the first from the mean of $1/\omega_n^2$ weighted by $f_n$, the second from the mean of $1/\omega_n$ weighted by $|z_{n0}|^2$. The second equals $\frac49$, the second p excitation energy. This equality follows from the values of $\langle z^2\rangle$ and $\alpha$, but it does not mean that the atom responds through that transition: the largest single share already found belongs to the first.

The spring estimate with the ionisation energy gave 4, which equals the Cauchy--Schwarz floor. The reason is that $2\langle z^2\rangle=2$ is the reciprocal of the ionisation energy in hydrogen. Choosing an ionisation energy $I$ does not by itself provide a lower bound: in a well with a single bound state every excitation energy is at least $I$, so $1/I^2$ is then an upper bound. In hydrogen the strength-weighted mean of $1/\omega_n$ is 2; since the 2p line lies below $\frac12$, some strength must lie above $\frac12$, in the continuum.

\subsection{A case that reaches both ceilings}

Let an electron move along $z$ in the potential $\frac12\omega_1^2z^2$, with the first excitation energy held at $\frac38$. Completing the square in the field gives
\begin{equation}
\tfrac12\omega_1^2z^2+Fz
=\tfrac12\omega_1^2\left(z+\frac F{\omega_1^2}\right)^2
-\frac{F^2}{2\omega_1^2}.
\end{equation}
The shifted oscillator has the same levels apart from the last term, so $\alpha=1/\omega_1^2=7.11$. Its ground state has $\langle z^2\rangle=1/(2\omega_1)$, and the closure ceiling is also 7.11. Here all the strength lies in one line. Thus no smaller ceiling can follow from the total strength and $\omega_1$ alone. The spread $\langle z^2\rangle$ was not held fixed in this comparison: it is $\frac43$ for the oscillator and 1 for hydrogen.

\subsection{Changing the gap of a hydrogen-like ion}

For a fixed nucleus of charge $Z$, set $\mathbf r=\mathbf s/Z$. The Hamiltonian becomes
\begin{equation}
H=Z^2\left(-\tfrac12\nabla_s^2-\frac1s+\frac F{Z^3}s_z\right).
\end{equation}
The quadratic energy is $-\frac12Z^2(\frac92)(F/Z^3)^2$, so $\alpha=\frac92Z^{-4}$. Since $\omega_1=\frac38Z^2$, this family obeys
\begin{equation}
\alpha=\frac{81}{128}\,\frac1{\omega_1^2}.
\end{equation}
Both ceilings also scale as $Z^{-4}$, and their percentage overshoots do not change. The inverse-square dependence on the gap is an equality here because every $\omega_n$ scales as $Z^2$ while every $f_n=2\omega_n|z_{n0}|^2$ stays fixed, since $|z_{n0}|^2\propto Z^{-2}$. For unrelated one-electron systems in the ground state of a local potential the gap fixes a ceiling, not the response itself. A nonlocal potential, such as the projector part of a pseudopotential, does not commute with $z$, so the strength sum need not equal 1, and the strength ceiling and the Cauchy--Schwarz floor can then fail. A one-dimensional oscillator whose lowest level is pushed to infinite energy by a projector has $|z_{n0}|^2=1/\omega_1$ for its first line and $\alpha=2/\omega_1^2$. The closure ceiling does not use the commutator and still holds: here $\langle z^2\rangle=3/(2\omega_1)$, which gives $3/\omega_1^2$.

\section{From polarisability to permittivity}

For a dilute gas of $n$ independent atoms per unit volume, the polarisation is $P=n\alpha\mathcal E$, where $\mathcal E$ is the macroscopic field. In these units $\varepsilon-1=4\pi P/\mathcal E$. The squared plasma frequency of one electron per atom is $\omega_p^2=4\pi n$, and Eq.~\eqref{eq:strength} becomes
\begin{equation}
\varepsilon-1=4\pi n\alpha\le\left(\frac{\omega_p}{\omega_1}\right)^2 .
\end{equation}

Take $n=10^{19}\ \mathrm{cm^{-3}}$ and suppose that the atoms do not combine into molecules. The plasma energy is 0.1174 eV, so the strength ceiling is $(0.1174/10.204)^2=1.324\times10^{-4}$. The closure ceiling is $9.931\times10^{-5}$ and the exact polarisability gives $8.380\times10^{-5}$. The field of neighbouring atoms can be estimated by replacing $\mathcal E$ with $\mathcal E+4\pi P/3$. Solving for $P$ gives
\begin{equation}
\varepsilon-1=\frac{4\pi n\alpha}{1-4\pi n\alpha/3},
\end{equation}
a relative increase of $2.8\times10^{-5}$, negligible beside the separation of the ceilings.

A gate oxide is far from this gas. It is a dense solid, and its neighbouring atoms share electrons and strongly alter one another's fields. Hafnium dioxide, for example, has a gap of roughly 6 eV, an electronic permittivity of roughly 4 and a static permittivity of roughly 20. Most of the difference between the last two comes from moving ions, which the fixed-nucleus model omits. Lattice vibrations have energies far below the electronic gap, so an electronic ceiling of this kind does not limit their contribution. A high-k oxide can therefore combine a useful gap with a large static permittivity. The combination is not free: among real gate oxides the gap and the breakdown field tend to fall as the static permittivity rises (silicon dioxide has a gap of about 9 eV and a permittivity of 3.9), an empirical trend. At fixed electron density an electronic ceiling also rises as the gap narrows, but it concerns the electronic part alone and does not fix the size of the ionic part. In a dense medium the gap entering it must be the lowest optical excitation of the medium, not that of the isolated atom: for oscillators of frequency $\omega_1$ the local-field form gives $\varepsilon-1=\omega_p^2/(\omega_1^2-\omega_p^2/3)$, which exceeds $(\omega_p/\omega_1)^2$ because the excitation energy of the medium is lowered to $(\omega_1^2-\omega_p^2/3)^{1/2}$. The hydrogen percentages should not be transferred to such oxides.

\section{Limits of the atomic result}

Nuclear motion replaces the electron mass by the reduced mass $\mu$, slightly below 1. With $\mathbf r=\mathbf s/\mu$ the Hamiltonian is $\mu$ times the fixed-nucleus one in a field $F/\mu^2$, so $\alpha=\frac92\mu^{-3}=4.507$, an increase of 0.163\%. The ceilings scale by the same factor, since $\sum_nf_n=1/\mu$, $\omega_1\propto\mu$ and $\langle z^2\rangle\propto\mu^{-2}$. Relativistic corrections are expected to be of the order of the squared fine-structure constant, $5\times10^{-5}$ in relative terms; their coefficient is not calculated here.

A field of 10 MV/cm, roughly the breakdown scale of silicon dioxide and above that of typical high-k oxides, is 0.001945 atomic units. The value of $-2[E(F)-E_0]/F^2$ then exceeds $\alpha$ by a relative $9.3\times10^{-5}$, so the linear description remains good for the atom. Strictly, any static field permits escape by tunnelling. For a triangular barrier of height $\frac12$, the exponent is
\begin{equation}
2\int_0^{1/(2F)}\sqrt{1-2Fs}\,ds=\frac2{3F}\approx3.4\times10^2 .
\end{equation}
This estimate neglects the lowering of the barrier by the nuclear attraction, but it shows that escape is extremely slow at this field. Of the atomic corrections estimated here, nuclear motion is the largest, and it is far smaller than the 18.52\% overshoot of the closure ceiling. The numerical output lists the main computed values.

\section*{Computed results}
\begin{verbatim}
First excitation energy: 0.3750 hartree = 10.204 eV
Second p excitation energy: 0.4444 hartree
<z^2>: 1.0000 bohr^2
<z^2 r>: 2.5000 bohr^3
Exact polarisability: 4.5000 a.u. = 0.6668 A^3
Closure ceiling: 5.3333 a.u. = 0.7903 A^3
Strength ceiling: 7.1111 a.u. = 1.0538 A^3
Closure overshoot: 18.52 %
Strength overshoot: 58.02 %
Cauchy-Schwarz floor: 4.0000 a.u.
Sum over spectrum, polarisability: 4.5000000 a.u.
Sum over spectrum, oscillator strength: 1.0000000
Finite-field polarisability, extrapolated: 4.499999 a.u.
1s-2p squared z element: 0.55493 bohr^2
1s-2p oscillator strength: 0.41620
Oscillator strength above first line: 0.58380
1s-2p part of polarisability: 2.9596 a.u.
Remaining part of polarisability: 1.5404 a.u.
1s-2p share of polarisability: 65.77 %
Sharper ceiling, first line kept: 4.9624 a.u.
Sharper ceiling overshoot: 10.28 %
Effective energy, strength form: 0.4714 hartree
Effective energy, closure form: 0.4444 hartree
Oscillator of same gap, polarisability: 7.1111 a.u.
Oscillator of same gap, closure ceiling: 7.1111 a.u.
Gas density: 1.0e+19 cm^-3
Gas plasma energy: 0.1174 eV
Gas epsilon-1, exact polarisability: 8.380e-05
Gas epsilon-1, closure ceiling: 9.931e-05
Gas epsilon-1, strength ceiling: 1.324e-04
Local-field relative change of epsilon-1: 2.79e-05
Polarisability with reduced mass: 4.50736 a.u.
Reduced-mass relative change: 0.163 %
Test field: 10.0 MV/cm = 0.001945 a.u.
Nonlinear relative change at test field: 9.34e-05
Tunnelling exponent at test field: 342.8
Fine-structure constant squared: 5.33e-05
\end{verbatim}
